# Singlet–triplet splitting of a half-filled two-site Hubbard bond: test program

```python
"""
Result under test: two particles on two equivalent Hubbard sites have
    J = E_triplet - E_singlet = sqrt(U^2/4 + 4 t^2) - U/2,
which approaches 4 t^2/U when U is much larger than t.
t: hopping energy; U: repulsion of two particles on one site;
J: singlet-triplet splitting; w: ionic weight of the singlet ground state.
The numerical side uses fermion matrices in the full Fock space and
identifies total spin by diagonalising S^2. Energies are in eV.
"""
import numpy as np
from scipy.constants import k as boltzmann_joule, e as elementary_charge


class Fock:
    """Fermion operators for a small set of orbitals, each with two spins."""

    def __init__(self, sites):
        self.sites = sites
        lower = np.array([[0.0, 1.0], [0.0, 0.0]])
        parity = np.diag([1.0, -1.0])
        modes = []
        for k in range(2 * sites):
            matrix = np.eye(1)
            for j in range(2 * sites):
                factor = parity if j < k else lower if j == k else np.eye(2)
                matrix = np.kron(matrix, factor)
            modes.append(matrix)
        self.up, self.dn = modes[0::2], modes[1::2]
        self.n_up = [c.T @ c for c in self.up]
        self.n_dn = [c.T @ c for c in self.dn]
        self.n = [a + b for a, b in zip(self.n_up, self.n_dn)]
        self.pair = [a @ b for a, b in zip(self.n_up, self.n_dn)]
        self.sz = [(a - b) / 2 for a, b in zip(self.n_up, self.n_dn)]
        self.sp = [a.T @ b for a, b in zip(self.up, self.dn)]
        total_sz, total_sp = sum(self.sz), sum(self.sp)
        self.spin2 = total_sp.T @ total_sp + total_sz @ total_sz + total_sz
        self.count = np.rint(np.diag(sum(self.n))).astype(int)

    def hop(self, i, j):
        one_way = self.up[i].T @ self.up[j] + self.dn[i].T @ self.dn[j]
        return one_way + one_way.T

    def spin_dot(self, i, j):
        flip = self.sp[i] @ self.sp[j].T
        return self.sz[i] @ self.sz[j] + (flip + flip.T) / 2

    def chain(self, t, U):
        hopping = sum(self.hop(i, i + 1) for i in range(self.sites - 1))
        return -t * hopping + U * sum(self.pair)

    def lowest(self, H, particles, spin):
        """Lowest energy and state at given particle number and total spin."""
        keep = np.flatnonzero(self.count == particles)
        values, vectors = np.linalg.eigh(self.spin2[np.ix_(keep, keep)])
        basis = vectors[:, np.abs(values - spin * (spin + 1)) < 1e-8]
        block = basis.T @ H[np.ix_(keep, keep)] @ basis
        energies, states = np.linalg.eigh(block)
        full = np.zeros(len(H))
        full[keep] = basis @ states[:, 0]
        return energies[0], full

    def gap(self, H, particles):
        triplet = self.lowest(H, particles, 1)[0]
        return triplet - self.lowest(H, particles, 0)[0]


def splitting_formula(t, U):
    return np.sqrt(U**2 / 4 + 4 * t**2) - U / 2


def ionic_formula(t, U):
    return (1 - U / np.sqrt(U**2 + 16 * t**2)) / 2


def mean(operator, state):
    return state @ operator @ state


bond = Fock(2)
two = np.flatnonzero(bond.count == 2)
double = sum(bond.pair)

# Exact spectrum, spin assignment and ground-state properties.
for t, U in [(1.0, 0.0), (1.0, 0.7), (0.3, 4.0), (0.8, 2.5), (0.2, 9.0)]:
    H = bond.chain(t, U)
    J = splitting_formula(t, U)
    levels = np.linalg.eigvalsh(H[np.ix_(two, two)])
    assert np.allclose(levels, sorted([-J, 0, 0, 0, U, U + J]), atol=1e-10)
    E_s, singlet = bond.lowest(H, 2, 0)
    E_t, triplet = bond.lowest(H, 2, 1)
    assert abs(E_t - E_s - J) < 1e-10
    assert abs(E_t) < 1e-10 and abs(mean(double, triplet)) < 1e-10
    w = mean(double, singlet)
    assert abs(w - ionic_formula(t, U)) < 1e-10
    correlation = mean(bond.spin_dot(0, 1), singlet)
    assert abs(correlation + 0.75 * (1 - ionic_formula(t, U))) < 1e-10
    step = 1e-4
    slope = (bond.lowest(bond.chain(t, U + step), 2, 0)[0]
             - bond.lowest(bond.chain(t, U - step), 2, 0)[0]) / (2 * step)
    assert abs(slope - w) < 1e-6
    if U > 0:
        excess = 4 * t**2 / U / (E_t - E_s) - 1
        assert abs(excess - (E_t - E_s) / U) < 1e-9

# Without ionic states the Hamiltonian cannot split the four covalent states.
covalent = np.flatnonzero((bond.count == 2) & (np.diag(double) < 0.5))
assert len(covalent) == 4
assert np.allclose(bond.chain(0.3, 4.0)[np.ix_(covalent, covalent)], 0)

# Leading corrections in both limits, extracted from diagonalisation.
strong_gap = bond.gap(bond.chain(1.0, 50.0), 2)
strong_coefficient = (strong_gap - 4 / 50.0) * 50.0**3
assert abs(strong_coefficient + 16) < 0.16
weak_gap = bond.gap(bond.chain(1.0, 0.02), 2)
weak_coefficient = (weak_gap - 2 + 0.01) / 0.02**2
assert abs(weak_coefficient - 1 / 16) < 1e-4

# Worked example: rough effective parameters for a Cu-O-Cu bond.
t, U = 0.30, 4.0
H = bond.chain(t, U)
E_s, singlet = bond.lowest(H, 2, 0)
E_t, triplet = bond.lowest(H, 2, 1)
J = E_t - E_s
estimate = 4 * t**2 / U
kB = boltzmann_joule / elementary_charge

energies, states = np.linalg.eigh(H[np.ix_(two, two)])
spin2_two = bond.spin2[np.ix_(two, two)]
spin2_mean = np.einsum('ia,ij,ja->a', states, spin2_two, states)
thermal = []
for temperature in (300.0, 773.0):
    weights = np.exp(-(energies - energies[0]) / (kB * temperature))
    population = weights @ spin2_mean / weights.sum() / 2
    four_level = 3 / (3 + np.exp(J / (kB * temperature)))
    assert abs(population - four_level) < 1e-9
    thermal.append((temperature, kB * temperature, population))

# Intersite repulsion.
V = 0.5
J_V = bond.gap(H + V * bond.n[0] @ bond.n[1], 2)
assert abs(J_V - splitting_formula(t, U - V)) < 1e-10

# Explicit oxygen orbital between two copper orbitals, in the hole picture.
bridge = Fock(3)
delta, U_d, U_p = 3.0, 8.0, 4.0


def bridge_hamiltonian(t_pd):
    return (delta * bridge.n[1] + U_d * (bridge.pair[0] + bridge.pair[2])
            + U_p * bridge.pair[1]
            + t_pd * (bridge.hop(0, 1) + bridge.hop(1, 2)))


small = 0.05
fourth_order = 4 * small**4 / delta**2 * (1 / U_d + 2 / (2 * delta + U_p))
assert abs(bridge.gap(bridge_hamiltonian(small), 2) / fourth_order - 1) < 0.02
t_pd = np.sqrt(t * delta)
H_bridge = bridge_hamiltonian(t_pd)
J_bridge = bridge.gap(H_bridge, 2)
oxygen_holes = mean(bridge.n[1], bridge.lowest(H_bridge, 2, 0)[1])

# Neighbouring bonds: four-site open chain and its Heisenberg limit.
chain = Fock(4)
heisenberg = sum(chain.spin_dot(i, i + 1) for i in range(3))
heisenberg_gap = chain.gap(heisenberg, 4)
strong_ratio = (chain.gap(chain.chain(1.0, 100.0), 4)
                / splitting_formula(1.0, 100.0))
assert abs(strong_ratio / heisenberg_gap - 1) < 0.01
chain_gap = chain.gap(chain.chain(t, U), 4)

print("Example: Cu-O-Cu bond, rough effective parameters")
print(f"hopping t = {t:.2f} eV")
print(f"on-site repulsion U = {U:.2f} eV")
print(f"ratio U/t = {U / t:.2f}")
print(f"square root sqrt(U^2/4+4t^2) = {np.sqrt(U**2/4 + 4*t**2):.5f} eV")
print(f"singlet energy = {E_s:.5f} eV")
print(f"triplet energy = {abs(E_t):.5f} eV")
print(f"upper ionic-like singlet energy = {energies[-1]:.5f} eV")
print(f"splitting J by diagonalisation = {1000 * J:.2f} meV")
print(f"splitting J by formula = {1000 * splitting_formula(t, U):.2f} meV")
print(f"J/kB = {J / kB:.0f} K")
print(f"estimate 4t^2/U = {1000 * estimate:.2f} meV")
print(f"excess of estimate over J = {100 * (estimate / J - 1):.2f} %")
print(f"ionic weight w = {mean(double, singlet):.5f}")
print(f"<S1.S2> in singlet = {mean(bond.spin_dot(0, 1), singlet):.5f}")
print("Splitting against U at the same t:")
for U_row in (0.0, 0.3, 1.2, 2.4, 4.0, 8.0):
    J_row = bond.gap(bond.chain(t, U_row), 2)
    rough = f"{4000 * t**2 / U_row:.2f} meV" if U_row > 0 else "undefined"
    print(f"U = {U_row:.1f} eV: J = {1000 * J_row:.2f} meV, 4t^2/U = {rough}")
print("Limit coefficients from diagonalisation:")
print(f"strong: coefficient of t^4/U^3 = {strong_coefficient:.3f}")
print(f"weak: coefficient of U^2/t = {weak_coefficient:.5f}")
print("Thermal occupation of the isolated bond:")
for temperature, energy, population in thermal:
    print(f"T = {temperature:.0f} K: kB*T = {1000 * energy:.2f} meV, "
          f"triplet population = {population:.4f}")
print("Neglected effects:")
print(f"intersite repulsion V = {V:.2f} eV")
print(f"J with V = {1000 * J_V:.2f} meV, change = {100*(J_V/J - 1):.1f} %")
print(f"oxygen level offset = {delta:.2f} eV")
print(f"copper repulsion U_d = {U_d:.2f} eV")
print(f"oxygen repulsion U_p = {U_p:.2f} eV")
print(f"copper-oxygen hopping t_pd = {t_pd:.4f} eV")
print(f"J with explicit oxygen = {1000 * J_bridge:.2f} meV, "
      f"change = {100 * (J_bridge / J - 1):.1f} %")
print(f"holes on oxygen in singlet = {oxygen_holes:.4f}")
print(f"four-site chain gap = {1000 * chain_gap:.2f} meV")
print(f"four-site gap / isolated-bond J = {chain_gap / J:.4f}")
print(f"four-site Heisenberg gap / exchange = {heisenberg_gap:.4f}")
print("PASS")
```

Running it gives:

```
Example: Cu-O-Cu bond, rough effective parameters
hopping t = 0.30 eV
on-site repulsion U = 4.00 eV
ratio U/t = 13.33
square root sqrt(U^2/4+4t^2) = 2.08806 eV
singlet energy = -0.08806 eV
triplet energy = 0.00000 eV
upper ionic-like singlet energy = 4.08806 eV
splitting J by diagonalisation = 88.06 meV
splitting J by formula = 88.06 meV
J/kB = 1022 K
estimate 4t^2/U = 90.00 meV
excess of estimate over J = 2.20 %
ionic weight w = 0.02109
<S1.S2> in singlet = -0.73418
Splitting against U at the same t:
U = 0.0 eV: J = 600.00 meV, 4t^2/U = undefined
U = 0.3 eV: J = 468.47 meV, 4t^2/U = 1200.00 meV
U = 1.2 eV: J = 248.53 meV, 4t^2/U = 300.00 meV
U = 2.4 eV: J = 141.64 meV, 4t^2/U = 150.00 meV
U = 4.0 eV: J = 88.06 meV, 4t^2/U = 90.00 meV
U = 8.0 eV: J = 44.75 meV, 4t^2/U = 45.00 meV
Limit coefficients from diagonalisation:
strong: coefficient of t^4/U^3 = -15.949
weak: coefficient of U^2/t = 0.06250
Thermal occupation of the isolated bond:
T = 300 K: kB*T = 25.85 meV, triplet population = 0.0905
T = 773 K: kB*T = 66.61 meV, triplet population = 0.4444
Neglected effects:
intersite repulsion V = 0.50 eV
J with V = 100.00 meV, change = 13.6 %
oxygen level offset = 3.00 eV
copper repulsion U_d = 8.00 eV
oxygen repulsion U_p = 4.00 eV
copper-oxygen hopping t_pd = 0.9487 eV
J with explicit oxygen = 79.20 meV, change = -10.1 %
holes on oxygen in singlet = 0.1717
four-site chain gap = 58.01 meV
four-site gap / isolated-bond J = 0.6587
four-site Heisenberg gap / exchange = 0.6589
PASS
```
